# Slowest Oxygen Relaxation of a Film on a Blocking Substrate

An oxide film of thickness \(L\) lies on a substrate that neither takes up nor supplies oxygen. Its free face exchanges oxygen with a large gas reservoir. At \(t=0\) the oxygen pressure is changed by a small step, and the film drifts towards its new equilibrium content. How long does the slowest part of this drift last, and what do surface exchange and diffusion each contribute?

Put the blocked face at \(x=0\) and the free face at \(x=L\). Let \(u(x,t)\) be the departure of the local oxygen content from its final value, divided by the initial departure, so that a uniform film starts from \(u=1\) and ends at \(u=0\). The temperature is fixed, the film is uniform and wide compared with \(L\), and the step is small enough for the diffusion coefficient \(D\) and the exchange coefficient \(k\) to be constants. Then

\[
u_t=D\,u_{xx},\qquad u_x(0,t)=0,\qquad -D\,u_x(L,t)=k\,u(L,t).
\]

The last condition equates the flux arriving at the free face to the flux crossing it. Because the content itself changes, \(D\) and \(k\) are the chemical coefficients, not the tracer ones. The dimensionless number that compares exchange with diffusion is \(B=kL/D\). No electromagnetic units enter the derivation.

## (a) Find the relaxation modes and identify the slowest.

**Solution.** Try \(u=\varphi(x)e^{-\lambda t}\). The equation and the boundary conditions become

\[
D\varphi''=-\lambda\varphi,\qquad \varphi'(0)=0,\qquad -D\varphi'(L)=k\varphi(L).
\]

To see which \(\lambda\) are possible, multiply by \(\varphi^*\) and integrate by parts:

\[
\lambda\int_0^L|\varphi|^2dx=-D\big[\varphi^*\varphi'\big]_0^L+D\int_0^L|\varphi'|^2dx
=k|\varphi(L)|^2+D\int_0^L|\varphi'|^2dx .
\]

The right side is real and positive. It cannot vanish, since that would need a constant \(\varphi\) with \(\varphi(L)=0\). Every mode therefore decays without oscillation, and we may write \(\lambda=Db^2/L^2\) with real \(b>0\).

The condition at \(x=0\) selects \(\varphi=\cos(bx/L)\). Its slope at the free face is \(-(b/L)\sin b\), so the exchange condition reads

\[
\frac{Db}{L}\sin b=k\cos b .
\]

Here \(\cos b\) cannot be zero, because \(b\sin b\) would then have to vanish too. Division gives

\[
b\tan b=B .
\]

On \(0<b<\pi/2\) the left side rises from zero to infinity, so there is one root in this interval. For \(\pi/2<b\le\pi\) the left side is negative or zero, so the next root lies above \(\pi\). The slowest mode belongs to the first root, and

\[
\tau_1=\frac{L^2}{Db^2},\qquad 0<b<\frac{\pi}{2}.
\]

All other modes have relaxation times below \(L^2/(\pi^2D)\).

## (b) Split \(\tau_1\) into a surface part and a film part, without approximation.

**Solution.** Let \(\bar u\) be the average of \(u\) over the thickness. Integrating the diffusion equation from \(0\) to \(L\), with no flux at the blocked face, gives

\[
L\frac{d\bar u}{dt}=D\,u_x(L,t)=-J,\qquad J=k\,u(L,t).
\]

In the slowest mode \(d\bar u/dt=-\bar u/\tau_1\), so \(\tau_1=L\bar u/J\). Now write \(\bar u=u(L)+[\bar u-u(L)]\):

\[
\tau_1=\frac{L\,u(L)}{J}+\frac{L[\bar u-u(L)]}{J}
=\frac{L}{k}+S\,\frac{L^2}{D},\qquad
S=\frac{D[\bar u-u(L)]}{JL}.
\]

This is the charging time of a capacitor. The film stores an amount proportional to \(L\), and the outflow meets two resistances in series: \(1/k\) at the surface and \(SL/D\) inside the film.

For the cosine mode, with the common time factor omitted,

\[
\bar u=\frac{\sin b}{b},\qquad u(L)=\cos b,\qquad J=\frac{Db\sin b}{L},
\]

and therefore

\[
S=\frac{\sin b/b-\cos b}{b\sin b}=\frac1{b^2}-\frac{\cot b}{b}.
\]

## (c) Find the first two terms of \(\tau_1\) when \(B\) is small.

**Solution.** Since \(\tan b>b\) on the interval of the first root, \(b^2<b\tan b=B\). A small \(B\) thus forces a small \(b\). Between the two faces the mode falls from \(1\) to \(\cos b\), a drop of at most \(b^2/2<B/2\), so the content is nearly uniform.

The flux at depth \(x\) carries away what is lost between the blocked face and \(x\). As each layer loses content at nearly the same rate, this flux grows linearly:

\[
-D\,u_x(x)=\frac1{\tau_1}\int_0^x u\,dx'\simeq J\,\frac{x}{L}.
\]

Integrating from \(x\) to \(L\) gives a parabola,

\[
u(x)-u(L)\simeq\frac{J}{DL}\int_x^L x'\,dx'=\frac{J}{2DL}\,(L^2-x^2).
\]

The average of \(L^2-x^2\) over the film is \(L^2-L^2/3=2L^2/3\). Hence

\[
\bar u-u(L)\simeq\frac{JL}{3D},\qquad S\simeq\frac13,
\]

with a relative error of order \(B\) in \(S\). The result is

\[
\boxed{\;\tau_1\simeq\frac{L}{k}+\frac{L^2}{3D}\qquad(B\ll1)\;}
\]

The factor is below one because the oxygen does not all cross the whole film. What starts near the free face has a short way out. If all the oxygen were stored at the blocked face, the entire flux \(J\) would have to cross the film, and the resistance between this store and the free face would be \(L/D\).

The two terms are not of equal size in this regime: the second is \(B/3\) times the first. Surface exchange sets the time, and diffusion supplies the first correction.

## (d) How good is the two-term sum, and what happens when \(B\) is not small?

**Solution.** A cosine series gives a form of \(S\) that shows its sign and growth. With \(\xi=x/L\), expand the mode on \(0\le\xi\le1\):

\[
\cos b\xi=\frac{\sin b}{b}+\sum_{n=1}^{\infty}a_n\cos n\pi\xi .
\]

The coefficients are

\[
a_n=2\int_0^1\cos b\xi\,\cos n\pi\xi\,d\xi
=\frac{\sin(b-n\pi)}{b-n\pi}+\frac{\sin(b+n\pi)}{b+n\pi}
=(-1)^n\frac{2b\sin b}{b^2-n^2\pi^2}.
\]

The even periodic continuation of \(\cos b\xi\) is continuous at \(\xi=1\), so the series may be evaluated there. With \(\cos n\pi=(-1)^n\),

\[
\bar u-u(L)=\frac{\sin b}{b}-\cos b=2b\sin b\sum_{n=1}^{\infty}\frac1{n^2\pi^2-b^2}.
\]

Dividing by \(b\sin b\), as in part (b), we get

\[
S=2\sum_{n=1}^{\infty}\frac1{n^2\pi^2-b^2}.
\]

At \(b=0\) the sum \(\sum n^{-2}=\pi^2/6\) returns \(S=1/3\). Subtracting this value term by term,

\[
S-\frac13=2\sum_{n=1}^{\infty}\frac{b^2}{n^2\pi^2(n^2\pi^2-b^2)}>0 .
\]

For small \(b\), \(\sum n^{-4}=\pi^4/90\) gives \(S-1/3=b^2/45+O(b^4)\). Since \(b\tan b=b^2+b^4/3+\dots=B\), we have \(b^2=B+O(B^2)\), and so

\[
\tau_1=\frac{L}{k}+\frac{L^2}{3D}+\frac{kL^3}{45D^2}+\dots
\]

The third term is \(B^2/45\) times the first and \(B/15\) times the second. The two-term sum is therefore approached in a useful sense: the error vanishes even relative to the small diffusion term.

Let \(\tau_s=L/k+L^2/(3D)\) denote the sum for any \(B\). Its shortfall relative to \(\tau_1\) is

\[
\delta=\frac{\tau_1-\tau_s}{\tau_1}=b^2\left(S-\frac13\right).
\]

It is positive, so the sum is a lower bound for every \(B>0\). For a simple limit on the error, use \(b^2<\pi^2/4\le n^2\pi^2/4\). Then \(n^2\pi^2-b^2>\tfrac34n^2\pi^2\), and

\[
S-\frac13<\frac43\,\frac{b^2}{45},\qquad
\delta<\frac{4b^4}{135}<\frac{4B^2}{135}.
\]

For large \(B\) the free face is held at equilibrium and \(b\to\pi/2\). Then \(\cot b\to0\), \(S\to4/\pi^2\), and

\[
\tau_1\to\frac{4L^2}{\pi^2D},\qquad \tau_s\to\frac{L^2}{3D},\qquad
\frac{\tau_1}{\tau_s}\to\frac{12}{\pi^2}\simeq1.216 .
\]

Both factors in \(\delta\) grow with \(b\), and \(b\) grows with \(B\), so the ratio \(\tau_1/\tau_s=1/(1-\delta)\) rises steadily towards this limit. Solving the root condition numerically shows that \(\tau_1\) exceeds the sum by 1% at \(B=0.835\).

## (e) For a uniform start, how much of the signal is in the slowest mode, and what is the average relaxation time?

**Solution.** Two modes with different rates are orthogonal. Indeed

\[
(\lambda_n-\lambda_m)\int_0^L\varphi_m\varphi_n\,dx
=D\big[\varphi_n\varphi_m'-\varphi_m\varphi_n'\big]_0^L=0,
\]

because the slopes vanish at \(x=0\), and at \(x=L\) both products equal \(-k\varphi_m\varphi_n/D\). The modes of this Sturm–Liouville problem are also complete, so \(u=1\) can be expanded in them. The coefficient of a mode is \(\int\varphi\,dx/\int\varphi^2dx\), and its contribution to the average content is this coefficient times \(\bar\varphi\):

\[
A=\frac{(\sin b/b)^2}{\tfrac12\left(1+\sin b\cos b/b\right)} .
\]

From \(\tan b=B/b\) follow \(\sin^2b=B^2/(b^2+B^2)\) and \(\sin b\cos b=Bb/(b^2+B^2)\). Inserting them gives

\[
A=\frac{2B^2}{b^2(b^2+B^2+B)} .
\]

For the slowest mode at small \(B\), one more order of \(b^2\) is needed. With \(y=b^2\), the root condition is \(y+y^2/3+2y^3/15+\dots=B\), whose solution is \(y=B-B^2/3+4B^3/45+\dots\). Then

\[
\frac1{A_1}=\frac{y}{B}\cdot\frac12\left(1+B+\frac yB\right)
=\left(1-\frac B3+\frac{4B^2}{45}\right)\left(1+\frac B3+\frac{2B^2}{45}\right)+\dots
=1+\frac{B^2}{45}+\dots
\]

Thus \(A_1=1-B^2/45+\dots\), and the average content follows nearly a single exponential.

For the average time, define \(w(x)=\int_0^\infty u\,dt\). Integrating the diffusion equation over all time gives \(Dw''=u(x,\infty)-u(x,0)=-1\), with the same boundary conditions for \(w\). Hence \(w'=-x/D\), the exchange condition becomes \(L=k\,w(L)\), and

\[
w(x)=\frac Lk+\frac{L^2-x^2}{2D},\qquad
\int_0^\infty\bar u\,dt=\frac Lk+\frac{L^2}{3D}.
\]

This holds for every \(B\). The sum that approximates \(\tau_1\) at small \(B\) is thus the area under the normalized decay curve at any \(B\). The area equals \(\sum A_n\tau_n\), with positive weights that add up to one, so it must lie below the longest time \(\tau_1\), as found in part (d). When \(B\) is large, a time taken from the area and a time taken from the late slope differ by up to the factor \(12/\pi^2\).

## (f) Evaluate the times for a 50 nm film, and recover \(k\) and \(D\) from two thicknesses.

**Solution.** Take \(L=50\) nm \(=5\times10^{-6}\) cm, \(k=10^{-9}\) cm/s and \(D=10^{-14}\) cm²/s. Then

\[
B=\frac{10^{-9}\times5\times10^{-6}}{10^{-14}}=0.5,
\]

\[
\frac Lk=\frac{5\times10^{-6}}{10^{-9}}\,\text{s}=5000\ \text{s},\qquad
\frac{L^2}{3D}=\frac{2.5\times10^{-11}}{3\times10^{-14}}\,\text{s}=833\ \text{s}.
\]

The sum is 5833 s. The root \(b=0.65327\) gives \(\tau_1=5858\) s, or 1.63 h. Relative to this value, \(L/k\) alone is 14.6% too short and the two-term sum 0.42% too short, within the bound \(4B^2/135=0.74\%\). The third term, 27.8 s, slightly overshoots the missing 25 s.

The slowest mode carries 99.6% of the initial average content, and the next mode decays in 231 s. After an anneal of 3600 s the remaining fraction of the step is

\[
0.9956\,e^{-3600/5858}=0.54 ,
\]

so one hour completes less than half of the change.

At small \(B\), \(\tau_1/L=1/k+L/(3D)\) is a straight line in \(L\). Suppose \(k\) and \(D\) are the same in films of 25 and 100 nm. The model times are 2711.6 s and 13510.3 s, so \(\tau_1/L\) is \(1.0846\times10^9\) and \(1.3510\times10^9\) s/cm. The slope and the two coefficients are

\[
\frac{(1.3510-1.0846)\times10^9}{7.5\times10^{-6}}=3.55\times10^{13}\ \text{s/cm}^2,
\]

\[
D=9.4\times10^{-15}\ \text{cm}^2/\text{s},\qquad k=1.004\times10^{-9}\ \text{cm/s}.
\]

The recovered \(D\) is 6% low and \(k\) is 0.4% high. The third term explains the signs. It adds \(kL^2/(45D^2)\) to \(\tau_1/L\), which steepens the line through the two points and lowers its intercept. The thicker film has \(B=1\), where the two-term sum is 1.3% too short. This small error weighs more in \(D\), which comes from the difference between the two values of \(\tau_1/L\).

## (g) Which neglected effects matter for a real film?

**Solution.** The estimates below take a temperature of 623 K. The values of \(k\) and \(D\) are round model choices, not measured constants. Values in a real film may differ from them by orders of magnitude, and \(\tau_1\) would shift accordingly. This uncertainty outweighs every correction below. Hydrogen motion and structural relaxation of the film are not in the model and are not sized here.

Each estimate changes one assumption and holds the others fixed:

- **Temperature.** If \(k\) and \(D\) both have an activation energy of 1 eV, a film 10 K warmer relaxes in a time 25% shorter.
- **A finite step.** Let \(k\) and \(D\) be 50% larger at the full initial departure and fall linearly to their final values. The average content then reaches \(1/e\) after about 4590 s instead of 5832 s. The local decay time \(-\bar u/(d\bar u/dt)\) tends to 5858 s as the coefficients return to their final values, but it is still about 4% short when a tenth of the step is left. A time read from the early curve is thus more exposed to this effect than one read from the tail.
- **A leaking substrate.** If the back face exchanges oxygen with 5% of the front coefficient, into a reservoir at the same final equilibrium, \(\tau_1\) falls by 6%.
- **Open edges.** In a strip 20 µm wide, exchange at both edges with the same \(k\) raises the slowest rate by only 0.014%. That value belongs to the slowest lateral mode, which sets in only after times of order \(10^8\) s. Near \(t=\tau_1\) the edges add about 0.3% to the decay rate of the average content, which is still small.
- **Surface charge.** For \(10^{18}\) electrons per cm³ and a relative permittivity of 10, the electron Debye length is 5.4 nm, about a tenth of the film. A band bending of 0.05 eV, close to the thermal energy of 0.054 eV, changes the local conductance for doubly charged vacancies. Let the bending decay exponentially over the electron Debye length, and hold the storage capacity fixed. Then \(\tau_1\) falls by 5% if the skin is rich in vacancies and rises by 13% if it is poor in them. This counts screening by electrons only. If the mobile vacancies are themselves the donors, they screen too, the decay length is shorter by \(\sqrt3\), and for the same exponential profile both changes are smaller by more than a third. These figures size the resistance of the skin only. If the vacancies are dilute, the content stored in the skin follows the same Boltzmann factor as the conductance, and it multiplies the large term \(L/k\). With this storage included, the electron Debye length, and \(k\) referred to the bulk content, \(\tau_1\) rises by about 24% for the rich skin and by about 1% for the poor one. A \(k\) measured on such a film may already contain this resistance, which must then not be counted twice.

For these assumed sizes, the temperature error changes \(\tau_1\) by more than the diffusion term contributes. The content-dependent coefficients change the \(1/e\) time by more than that term, but leave \(\tau_1\) itself unchanged. Measuring the diffusion term by the method of part (f) therefore needs the two films at closely the same temperature (with the 100 nm film 1 K warmer, the recovered \(D\) moves from 6% low to 10% high), at least two thicknesses with the same \(k\) and \(D\), and either small pressure steps or times read far into the decay. The remaining values are in the numerical output.

## Numbers as computed

```
Film thickness L = 50 nm
Exchange coefficient k = 1.0e-09 cm/s
Diffusion coefficient D = 1.0e-14 cm2/s
Temperature = 623 K
B = kL/D = 0.500 (no unit)
Slowest root b = 0.65327 rad
Film resistance factor S = 0.34322 (no unit)
Surface term L/k = 5000.0 s
Diffusion term L^2/3D = 833.3 s
Two-term sum = 5833.3 s
Third term = 27.8 s
Exact model tau = 5858.0 s = 1.627 h
Error of L/k alone = -14.65 %
Error of two-term sum = -0.422 %
Second-mode time = 230.6 s
Slowest-mode weight = 0.99562 (no unit)
Anneal time = 3600 s
Step left after anneal, all modes = 53.85 %
Step left after anneal, one mode = 53.85 %
B where tau exceeds sum by 1 percent = 0.835 (no unit)
Upper limit of tau/sum = 1.21585 (no unit)
Computed tau/sum at B = 10000: 1.21573 (no unit)
Third-term coefficient at B=0.001: 0.0222169
Two test thicknesses = 25, 100 nm
Their times = 2711.6, 13510.3 s
Recovered k = 1.0042e-09 cm/s
Recovered D = 9.3847e-15 cm2/s
Assumed activation energy of k and D = 1.00 eV
Tau change for 10 K warmer = -25.5 %
Assumed k,D increase at full step = 50 %
1/e time, constant k,D = 5832.5 s
1/e time, variable k,D = 4587.7 s
Late decay time, variable k,D = 5858.0 s
Assumed back/front exchange = 5 %
Tau change from leaky back = -6.27 %
Patterned film width = 20 um
Rate added by two open edges = 0.0142 %
Assumed electron density = 1.0e+18 cm^-3
Assumed relative permittivity = 10.0 (no unit)
Assumed electron mass = 0.34 free-electron masses
Electron density / band density = 0.0672
Electron Debye length = 5.45 nm
Assumed surface band bending = 0.050 eV
Thermal energy = 0.0537 eV
Tau change, vacancy-rich skin = -4.6 %
Tau change, vacancy-poor skin = 13.1 %
```
